# Why refining the mesh around a point donor never settles

**Question**

I simulate n-type silicon with discrete donors, classical Boltzmann electrons and a self-consistent Poisson equation. Each donor is a point charge assigned to one mesh node. Whenever I halve the mesh spacing, the donor node holds more electron charge and the density between donors drops.

The explanation I was given is that the electron charge integral diverges at an attractive Coulomb singularity, so a quantum correction or charge smoothing is required. But my donor node never holds more than one electron. What is diverging, and is a quantum correction really the only way out?

**Answer**

The integral diverges if the Coulomb potential is held fixed. In your self-consistent calculation the charge cannot diverge. In the single-donor model below, refinement instead drives the electron onto the donor and empties the space around it. Quantum mechanics and smoothing both cure this, but Fermi-Dirac statistics alone also give a finite limit.

**The model**

Take one donor of charge $+q$ and one electron in a neutral cell of volume $V=1/N_D$, with no field through its surface, as for equal cells in a regular array. The electrons are in equilibrium and treated in mean field, and the permittivity $\varepsilon$ is constant. Define

$$u=\frac{q\phi}{kT},\qquad n\propto e^{u},\qquad r_c=\frac{q^2}{4\pi\varepsilon kT}.$$

At $r_c$ the donor's Coulomb energy equals $kT$. For $\varepsilon=11.7\,\varepsilon_0$ and 300 K, $r_c=4.76$ nm. I use $N_D=10^{18}$ cm$^{-3}$, so $V=1000$ nm$^3$: a cube of edge 10 nm, or a sphere of radius $R=6.20$ nm.

**What diverges in a fixed potential**

With $u=r_c/r$, the electron number outside a cutoff radius $a$ is proportional to

$$I(a)=\int_a^R4\pi r^2e^{r_c/r}\,dr=4\pi\int_{1/R}^{1/a}x^{-4}e^{r_cx}\,dx,$$

where $x=1/r$ and $dr=-dx/x^2$. One integration by parts gives

$$\int x^{-4}e^{r_cx}dx=\frac{x^{-4}e^{r_cx}}{r_c}+\frac{4}{r_c}\int x^{-5}e^{r_cx}dx .$$

For small $a$ the upper limit dominates. Repeating the step gives

$$I(a)\simeq\frac{4\pi a^4}{r_c}e^{r_c/a}\left(1+\frac{4a}{r_c}+\frac{20a^2}{r_c^2}+\dots\right).$$

The factor $r^2$ from the volume element cannot compensate for $e^{r_c/r}$.

If the density is $N_D$ where $u=0$, the electron number is $N_DI(a)$. Numerical quadrature gives 3.0 electrons for $a=2$ nm, 3.8 for 1 nm, 7.8 for 0.5 nm, $1.1\times10^5$ for 0.2 nm and $1.4\times10^{14}$ for 0.1 nm.

A coarse cutoff hides the problem. The logarithm of the integrand has derivative $2/r-r_c/r^2$, which vanishes at $r=r_c/2=2.4$ nm. The integrand is smallest there and rises again towards the donor.

**What self-consistency does instead**

Consider the spherical cell, with the donor charge spread uniformly over a ball of radius $a$. Let $qQ(r)$ be the net charge inside radius $r$. Gauss's law gives the field $qQ/(4\pi\varepsilon r^2)$, so outside the ball

$$u'=-\frac{r_cQ}{r^2},\qquad Q'=-4\pi r^2n,\qquad Q(R)=0 .$$

Thus $Q(r)$ equals the number of electrons beyond $r$. It is positive for $r<R$, so $u$ and $n$ fall outward.

Choose a fixed radius $\rho$ between $a$ and $R$. Let $\delta=Q(\rho)$ be the number of electrons beyond it, and $V_{\rm out}$ the volume there. Two inequalities follow.

1. The density beyond $\rho$ is at most $n(\rho)$, so $n(\rho)\ge\delta/V_{\rm out}$.
2. For $a<r<\rho$ we have $Q\ge\delta$, so
$$u(r)-u(\rho)=r_c\int_r^\rho\frac{Q(s)}{s^2}ds\ge\delta r_c\left(\frac1r-\frac1\rho\right).$$

The cell contains one electron, so the number between $a$ and $\rho$ is at most one:

$$\frac{\delta}{V_{\rm out}}\int_a^\rho4\pi r^2\exp\left[\delta r_c\left(\frac1r-\frac1\rho\right)\right]dr\le1 .$$

This is the divergent integral again, with $r_c$ replaced by $\delta r_c$. If $\delta$ stayed above some positive value as $a\to0$, the left side would grow without limit. Therefore $\delta\to0$ for every fixed $\rho$: the electron collapses onto the donor.

For a strict point donor, $a=0$, the inequality requires $\delta=0$. But a Boltzmann density is positive everywhere, so $\delta>0$. The point-donor problem therefore has no solution in this model. The sequence of smeared problems does have a limit, but it is a neutralized donor with no mobile electron.

**How fast it happens**

In the same units Poisson's equation is

$$\nabla^2u=4\pi r_c(n-n_d),$$

where $n_d=1/V_{\rm ball}$ inside the ball and zero outside. Since $u$ falls outward from the ball's surface, its maximum lies inside the ball. There $\nabla^2u\le0$, so $n\le1/V_{\rm ball}$. This bounds the density everywhere, including at $r=a$. Combining it with the two inequalities gives

$$\delta r_c\left(\frac1a-\frac1\rho\right)\le\ln\frac{n(a)}{n(\rho)}\le\ln\frac{V_{\rm out}}{V_{\rm ball}\,\delta}.$$

For small $a$, either $\delta<a/r_c$, or the logarithm is at most $\ln[V_{\rm out}r_c/(V_{\rm ball}a)]$, which grows as $4\ln(1/a)$. Hence $\delta$ vanishes at least as fast as a constant times $a\ln(1/a)$.

Take $\rho=R/2=3.10$ nm, so $V_{\rm out}=\tfrac78V=875$ nm$^3$. For $a=0.05$ nm, $V_{\rm ball}=5.24\times10^{-4}$ nm$^3$ and

$$r_c\left(\frac1a-\frac1\rho\right)=4.761\,(20-0.322)=93.7 .$$

The bound is the solution of $93.7\,\delta=\ln[875/(5.24\times10^{-4}\delta)]$, namely $\delta=0.172$; both sides are then 16.1. Solving the full radial equations by finite volumes and Newton iteration gives $\delta=0.130$, below the bound.

The same calculation gives $\delta=0.65$ for $a=1$ nm, 0.32 for 0.2 nm and 0.065 for 0.02 nm. A uniform electron density would give 0.875.

**Your mesh**

A finite-volume scheme spreads a donor assigned to one node over that node's control volume. The mesh spacing $h$ is then an unintended smoothing length, and each refinement changes the physical problem.

I solved the cubic cell in three dimensions with the donor at its centre. The corner is the point farthest from the donor.

| $h$ (nm) | electrons on donor node | corner $n/N_D$ |
|---:|---:|---:|
| 2.50 | 0.30 | 0.55 |
| 1.25 | 0.43 | 0.45 |
| 0.625 | 0.61 | 0.33 |
| 0.313 | 0.75 | 0.22 |
| 0.156 | 0.85 | 0.14 |

The last halving lowers the corner density by 37% of its previous value. There is no plateau in this range. The proof of collapse above is for the sphere; the cubic runs show the same trend.

In this single-donor cell the node cannot exceed one electron. Every other control volume contains only negative charge, so none of them can be the potential maximum. The maximum is at the donor node, the field flux leaves its control volume, and the net charge there cannot be negative. Your observation agrees with this, but a bounded node charge is no sign of convergence.

**Fermi-Dirac statistics already remove the collapse**

Replace the Boltzmann density by $n=N_cF_{1/2}(\eta)$, where $\eta$ is the local Fermi energy above the band edge in units of $kT$ and

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}\simeq\frac{4}{3\sqrt\pi}\eta^{3/2}\qquad(\eta\gg1).$$

The last form follows because states are filled up to $x=\eta$, and $\int_0^\eta\sqrt x\,dx=\tfrac23\eta^{3/2}$.

Since $Q\le1$ outside the ball, $\eta(r)\le\eta(R)+r_c/r$. The edge density is at most the mean density $N_D$, so $\eta(R)$ is bounded above. Near the donor $n$ therefore grows no faster than $r^{-3/2}$, and

$$\int_0^s r^2r^{-3/2}dr=\tfrac23s^{3/2}$$

is finite. Inside the ball $\eta$ is at most of order $r_c/a$, so the electron number there is at most of order $a^3a^{-3/2}=a^{3/2}$, which vanishes. No finite charge can collapse to the point.

With six valleys and rough silicon masses of $0.19\,m_0$ (twice) and $0.92\,m_0$, $N_c=2.7\times10^{19}$ cm$^{-3}$. The self-consistent radial solution then gives $\delta=0.669$, 0.567, 0.554 and 0.553 for $a=1$, 0.2, 0.05 and 0.02 nm. It settles, whereas the Boltzmann value at 0.02 nm is 0.065.

So a quantum correction is not required for finiteness. This limit is still a local semiclassical one, however: it assigns bulk states to each point of a potential that varies steeply on the scale of the electron's wavelength.

**What quantum mechanics changes**

For one electron in the bare donor potential, the Hamiltonian divided by $kT$ is

$$H=-\beta\nabla^2-\frac{r_c}{r},\qquad\beta=\frac{\hbar^2}{2mkT}.$$

Confinement within a distance $s$ costs kinetic energy of order $\beta/s^2$, which exceeds the Coulomb gain $r_c/s$ at small $s$. Hence $-\tfrac12\beta\nabla^2-r_c/r$ is bounded below by some $-C$, and $H\ge-\tfrac12\beta\nabla^2-C$. The partition function $Z=\mathrm{Tr}\,e^{-H}$ is then at most $e^C$ times that of a free particle of doubled mass, which is finite in a finite cell.

The trial function $e^{-r/a_B}$ shows the length scale. Inserting it in an unbounded medium gives

$$-\frac{\beta}{a_B^2}+\frac{2\beta}{a_Br}-\frac{r_c}{r}=E .$$

The $1/r$ terms cancel for $a_B=2\beta/r_c$, leaving $E=-r_c^2/(4\beta)$. With the isotropic mass $m=3/(2/0.19+1/0.92)=0.258$ in units of $m_0$, $a_B=2.4$ nm and the binding energy is 25.7 meV, close to $kT=25.9$ meV.

I diagonalized $H$ in the spherical cell, with zero normal derivative of the wavefunction at $R$. The ratio of $Z$ to its value without the donor is 3.08, unchanged at that precision for radial spacings of 0.041, 0.021 and 0.010 nm. The classical counterpart of this ratio is $I(a)/V=N_DI(a)$, the number that reached $10^{14}$ above. Adding a non-negative electron repulsion cannot raise $Z$, so screening does not spoil its finiteness.

The density-gradient correction works in a similar way. With $s=\sqrt n$ and its high-temperature coefficient,

$$\ln\frac{n}{N_D}=u+b\,\frac{\nabla^2s}{s},\qquad b=\frac{\hbar^2}{6mkT}=\frac{\beta}{3}.$$

Near the donor, $\nabla^2s=s''+2s'/r$. For finite $n$ the $1/r$ terms must cancel:

$$r_c+2b\frac{s'}{s}=0\quad\Rightarrow\quad\frac{s'}{s}=-\frac{r_c}{2b}=-1.25\ \text{nm}^{-1}.$$

The density has a finite cusp. In the fixed bare potential, a finite-volume solution gives 4.07 electrons with either 600 or 1200 radial shells. That is finite, and above the quantum ratio of 3.08. The gap depends on the cell: at twice the radius, the ratios to the donor-free cell are 1.94 and 1.76. The disagreement is much larger at the donor itself. The density in the innermost of the 1200 shells is $304N_D$. The quantum density there is about $49N_D$ if an unbounded medium without the donor has density $N_D$, and about $20N_D$ if the cell without the donor holds one electron. The correction removes the divergence but does not give an accurate peak density.

**Smoothing with a length that stays fixed**

Suppose each donor is a Gaussian of standard deviation 1 nm, whatever the mesh, cut off at the cell faces and rescaled to unit charge. The cubic cell then gives a corner density of $0.695N_D$, $0.705N_D$ and $0.707N_D$ for $h=1.25$, 0.625 and 0.313 nm. This is mesh convergence.

A standard deviation of 2 nm gives $0.788N_D$ at the finest of these spacings, 11% higher. The length is therefore a model parameter, to be calibrated for the quantity you need. Keep it fixed in nanometres, and make $h$ small enough to resolve it.

**How far this describes silicon**

The doping and masses are in the range of moderately doped silicon, but several assumptions fail near a real donor.

- **Degeneracy.** At $a=1$ nm the Boltzmann peak density is already $3N_c$. Fermi-Dirac statistics change $\delta$ there only from 0.65 to 0.67, but at $a=0.02$ nm from 0.065 to 0.55.
- **Self-repulsion.** Mean field lets a single electron repel itself. Removing this at $a=1$ nm, with classical statistics, lowers $\delta$ from 0.65 to 0.45.
- **Mass.** Isotropic masses of 0.19 and $0.92\,m_0$ give quantum ratios of 3.04 and 4.77. The ratio was not computed for anisotropic masses.
- **Short distances.** At 0.24 nm, roughly a bond length, the model's Coulomb energy is 0.51 eV. A constant permittivity and an effective mass are not justified there. Shallow donors in silicon bind by roughly 45 meV, not 26 meV. Part of that gap comes from the isotropic mass: a variational estimate with anisotropic masses and the same permittivity gives about 30 meV.
- **Temperature.** With the same permittivity, $r_c$ is 18.5 nm at 77 K, so the classical attraction is much stronger.

Real donors are also placed at random, so their surroundings are not equal neutral cells. The values of $\delta$ and the corner densities describe this model cell and are not predictions for a particular transistor.
